# Gamma-only supercells and Gamma-centred meshes: band folding in a tight-binding chain: verification in Python

```python
"""Band folding for a tight-binding chain.

Result under test: the Gamma-only levels of N repeated cells are the levels of
the primitive cell at k = 2 pi n/(N a), n = 0..N-1. With common filling, the
energy per primitive cell is therefore the same in both calculations.

Symbols: a = lattice constant; delta = half the on-site energy difference;
v, w = hoppings inside and between cells; theta = k a; N = number of cells.
Orbital 0 is oxygen p, orbital 1 is hafnium d. Energies are in eV.
Each spatial level holds two electrons.
"""
from itertools import product

import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import expit

a_nm = 0.5
delta, v, w = 2.8, 1.7, -1.3
A = delta**2 + v**2 + w**2
hartree_eV = constants.physical_constants["Hartree energy in eV"][0]
kB_eV = constants.k / constants.e
rng = np.random.default_rng(7)

chain = {
    0: np.array([[-delta, v], [v, delta]], complex),
    1: np.array([[0, 0], [w, 0]], complex),
    -1: np.array([[0, w], [0, 0]], complex),
}


def supercell_matrix(blocks, N, phase=0.0):
    """Real-space matrix; a hop leaving the supercell acquires its Bloch phase."""
    H = np.zeros((2 * N, 2 * N), complex)
    for j in range(N):
        for R, block in blocks.items():
            image, target = divmod(j + R, N)
            H[2*j:2*j+2, 2*target:2*target+2] += block * np.exp(1j*phase*image)
    return H


def bloch_matrix(blocks, theta):
    return sum(block * np.exp(1j * theta * R) for R, block in blocks.items())


def mesh(N, phase=0.0):
    return (2 * np.pi * np.arange(N) + phase) / N


def upper_band(theta):
    return np.sqrt(A + 2 * v * w * np.cos(theta))


def filled_energy(levels, electrons):
    levels = np.sort(levels)
    occupation = np.clip(electrons - 2 * np.arange(len(levels)), 0, 2)
    return float(occupation @ levels)


# Infinite-chain energy and Fourier coefficients of the filled-band energy
def fourier_coefficient(R):
    value, _ = quad(lambda x: -2 * upper_band(x) * np.cos(R * x), 0, np.pi,
                    epsabs=1e-12, epsrel=1e-12, limit=200)
    return value / np.pi


E_infinite = fourier_coefficient(0)
eta = np.arccosh(A / (2 * abs(v * w)))

# Direct diagonalization against the closed band formula
rows = []
gap = 2 * abs(upper_band(0.0))
for N in range(1, 9):
    levels = np.linalg.eigvalsh(supercell_matrix(chain, N))
    band = upper_band(mesh(N))
    assert np.allclose(levels, np.sort(np.r_[-band, band]), atol=1e-11)
    E_super = filled_energy(levels, 2 * N) / N
    E_mesh = -2 * np.mean(band)
    assert abs(E_super - E_mesh) < 1e-11
    assert abs(levels[N] - levels[N - 1] - gap) < 1e-11
    error = E_super - E_infinite
    bound = 4 * np.sqrt(2 * A) / np.expm1(N * eta)
    assert abs(error) <= bound
    rows.append((N, N * a_nm, E_super, E_mesh, error, bound))

# Finite-mesh error from aliased Fourier coefficients
for N in (2, 3):
    aliased = 2 * sum(fourier_coefficient(m * N) for m in range(1, 8))
    assert abs(aliased - rows[N - 1][4]) < 1e-9

# Bloch waves must remove all coupling between different k
N = 6
waves = np.exp(1j * np.outer(np.arange(N), mesh(N))) / np.sqrt(N)
assert np.allclose(waves.conj().T @ waves, np.eye(N), atol=1e-12)
transform = np.kron(waves, np.eye(2))
folded = transform.conj().T @ supercell_matrix(chain, N) @ transform
expected = np.zeros_like(folded)
for n, theta in enumerate(mesh(N)):
    expected[2*n:2*n+2, 2*n:2*n+2] = bloch_matrix(chain, theta)
assert np.allclose(folded, expected, atol=1e-11)


# Random hopping longer than the supercell, with nonorthogonal orbitals
def random_blocks(reach, scale, onsite):
    blocks = {0: np.array(onsite, complex)}
    for R in range(1, reach + 1):
        block = scale * (rng.normal(size=(2, 2)) + 1j*rng.normal(size=(2, 2)))
        blocks[R], blocks[-R] = block, block.conj().T
    return blocks


long_hops = random_blocks(6, 0.3, [[-1.0, 0.4], [0.4, 1.2]])
overlaps = random_blocks(6, 0.01, np.eye(2))
for phase in (0.0, 0.7):
    direct = eigh(supercell_matrix(long_hops, 4, phase),
                  supercell_matrix(overlaps, 4, phase), eigvals_only=True)
    primitive = np.concatenate([
        eigh(bloch_matrix(long_hops, x), bloch_matrix(overlaps, x),
             eigvals_only=True) for x in mesh(4, phase)])
    assert np.allclose(direct, np.sort(primitive), atol=1e-10)

# A shifted two-point mesh is the antiperiodic supercell, not Gamma
E_shifted = -2 * np.mean(upper_band(mesh(2, np.pi)))
E_anti = filled_energy(
    np.linalg.eigvalsh(supercell_matrix(chain, 2, np.pi)), 4) / 2
assert abs(E_shifted - E_anti) < 1e-11
assert abs(E_shifted - rows[1][2]) > 1e-3

# Partly filled band: one electron per primitive cell
N = 6
band = upper_band(mesh(N))
metal_super = filled_energy(
    np.linalg.eigvalsh(supercell_matrix(chain, N)), N) / N
metal_common = filled_energy(np.r_[-band, band], N) / N
metal_separate = np.mean([filled_energy(np.array([-e, e]), 1) for e in band])
assert abs(metal_super - metal_common) < 1e-11
assert metal_separate > metal_super + 1e-3

# Alternating bond modulation is visible only to the enlarged cell
N, modulation = 8, 0.05
distorted = supercell_matrix(chain, N)
for j in range(N):
    change = modulation * v * (-1)**j
    distorted[2*j, 2*j+1] += change
    distorted[2*j+1, 2*j] += change
E_distorted = filled_energy(np.linalg.eigvalsh(distorted), 2 * N) / N
modulation_shift = E_distorted - rows[N - 1][2]
assert modulation_shift < -1e-6

# On-site mean field, relative to ionic occupations of two and zero
U = 3.0


def supercell_solver(N):
    bare = supercell_matrix(chain, N)

    def solve(shift):
        levels, states = np.linalg.eigh(bare + np.diag(shift))
        return 2*np.sum(levels[:N]), 2*np.sum(abs(states[:, :N])**2, axis=1)
    return solve


def mesh_solver(N):
    def solve(shift):
        energy, counts = 0.0, np.zeros(2)
        for theta in mesh(N):
            levels, states = np.linalg.eigh(
                bloch_matrix(chain, theta) + np.diag(shift))
            energy += 2 * levels[0] / N
            counts += 2 * abs(states[:, 0])**2 / N
        return energy, counts
    return solve


def self_consistent(solve, ionic, start):
    counts = start.copy()
    for _ in range(300):
        shift = U / 2 * (counts - ionic)
        band_energy, new = solve(shift)
        if np.max(abs(new - counts)) < 1e-11:
            energy = band_energy - shift @ new + U/4*np.sum((new-ionic)**2)
            return energy, new
        counts = (counts + new) / 2
    raise RuntimeError("mean-field iteration did not converge")


N = 4
ionic = np.array([2.0, 0.0])
ionic_super = np.tile(ionic, N)
uneven = ionic_super + rng.uniform(-0.3, 0.3, 2 * N)
E_scf_super, n_super = self_consistent(supercell_solver(N), ionic_super, uneven)
E_scf_mesh, n_mesh = self_consistent(mesh_solver(N), ionic, ionic)
assert abs(E_scf_super / N - E_scf_mesh) < 1e-9
assert np.allclose(n_super.reshape(N, 2), n_mesh, atol=1e-9)
scf_shift = E_scf_mesh - rows[N - 1][2]

# Parallel chains coupled through oxygen orbitals in y and z
t_side = 0.2
solid = {(R, 0, 0): block for R, block in chain.items()}
for vector in ((0, 1, 0), (0, -1, 0), (0, 0, 1), (0, 0, -1)):
    solid[vector] = np.diag([t_side, 0.0]).astype(complex)


def solid_mesh_energy(shape):
    levels = []
    for n in product(*map(range, shape)):
        theta = 2 * np.pi * np.array(n) / shape
        H = sum(b * np.exp(1j * np.dot(theta, R)) for R, b in solid.items())
        levels.extend(np.linalg.eigvalsh(H))
    cells = int(np.prod(shape))
    return filled_energy(np.array(levels), 2 * cells) / cells


def solid_supercell_energy(shape):
    cells = list(product(*map(range, shape)))
    index = {cell: i for i, cell in enumerate(cells)}
    H = np.zeros((2 * len(cells), 2 * len(cells)), complex)
    for cell, i in index.items():
        for R, block in solid.items():
            target = tuple((c + r) % s for c, r, s in zip(cell, R, shape))
            j = index[target]
            H[2*i:2*i+2, 2*j:2*j+2] += block
    return filled_energy(np.linalg.eigvalsh(H), 2*len(cells)) / len(cells)


for shape in ((2, 2, 2), (2, 3, 4)):
    assert abs(solid_supercell_energy(shape) - solid_mesh_energy(shape)) < 1e-10
E_solid_dense = solid_mesh_energy((12, 12, 12))
assert abs(E_solid_dense - solid_mesh_energy((10, 10, 10))) < 1e-5
solid_error = solid_mesh_energy((2, 2, 2)) - E_solid_dense
side_shift = E_solid_dense - E_infinite


# Thermal excitation; equal and opposite bands put the chemical potential at 0
def thermal_rise(temperature):
    energies = upper_band(mesh(400))
    return 4 * np.mean(energies * expit(-energies / (kB_eV * temperature)))


field_MV_cm, film_nm = 2.0, 10.0
field_V_nm = field_MV_cm * 1e6 / 1e-2 * 1e-9
cell_drop = field_V_nm * a_nm
film_drop = field_V_nm * film_nm

print(f"Lattice constant: {a_nm:.2f} nm")
print(f"Half on-site difference delta: {delta:.2f} eV")
print(f"Hoppings v, w: {v:.2f}, {w:.2f} eV")
print(f"A: {A:.4f} eV^2")
print(f"Band gap at Gamma: {gap:.6f} eV")
print("Four-point mesh: n, k (1/nm), lower band (eV), upper band (eV)")
for n, theta in enumerate(mesh(4)):
    e = upper_band(theta)
    print(f"  {n}  {theta/a_nm:.6f}  {-e:.6f}  {e:.6f}")
four_levels = np.linalg.eigvalsh(supercell_matrix(chain, 4))
print("Gamma levels, four-cell supercell (eV):")
print("  " + " ".join(f"{e:.6f}" for e in four_levels))
print("N, length (nm), E Gamma (eV/cell), E mesh (eV/cell)")
for row in rows:
    print(f"  {row[0]}  {row[1]:.1f}  {row[2]:.9f}  {row[3]:.9f}")
print("N, error from infinite chain (meV/cell), error bound (meV/cell)")
for row in rows:
    print(f"  {row[0]}  {1000*row[4]:.6f}  {1000*row[5]:.6f}")
print(f"Infinite-chain energy: {E_infinite:.9f} eV/cell")
print(f"Four-cell energy: {rows[3][2]/hartree_eV:.9f} hartree/cell")
print(f"Decay parameter eta: {eta:.6f} (dimensionless)")
print(f"Shifted two-point mesh energy: {E_shifted:.6f} eV/cell")
print("One electron per cell, N = 6 (eV/cell):")
print(f"  Gamma supercell {metal_super:.6f}, common {metal_common:.6f}")
print(f"  separate filling at each k {metal_separate:.6f}")
print(f"Mean-field U: {U:.2f} eV; N = 4")
print(f"  O, Hf occupations: {n_mesh[0]:.6f}, {n_mesh[1]:.6f} electrons")
print(f"  Gamma, mesh: {E_scf_super/N:.9f}, {E_scf_mesh:.9f} eV/cell")
print(f"  Change from bare chain: {scf_shift:.6f} eV/cell")
print(f"Interchain oxygen hopping: {t_side:.2f} eV")
print(f"  Dense 3D energy change: {1000*side_shift:.6f} meV/cell")
print(f"  2x2x2 mesh error: {1000*solid_error:.6f} meV/cell")
for temperature in (300, 873):
    print(f"Thermal rise at {temperature} K: "
          f"{thermal_rise(temperature):.3e} eV/cell")
print(f"Alternating bond modulation: {100*modulation:.1f} percent")
print(f"  Band-energy change: {1000*modulation_shift:.6f} meV/cell")
print(f"Field: {field_MV_cm:.1f} MV/cm; film: {film_nm:.1f} nm")
print(f"  Drop per cell, film: {cell_drop:.3f}, {film_drop:.3f} V")
print("done: every assertion held")
```

It prints:

```
Lattice constant: 0.50 nm
Half on-site difference delta: 2.80 eV
Hoppings v, w: 1.70, -1.30 eV
A: 12.4200 eV^2
Band gap at Gamma: 5.656854 eV
Four-point mesh: n, k (1/nm), lower band (eV), upper band (eV)
  0  0.000000  -2.828427  2.828427
  1  3.141593  -3.524202  3.524202
  2  6.283185  -4.103657  4.103657
  3  9.424778  -3.524202  3.524202
Gamma levels, four-cell supercell (eV):
  -4.103657 -3.524202 -3.524202 -2.828427 2.828427 3.524202 3.524202 4.103657
N, length (nm), E Gamma (eV/cell), E mesh (eV/cell)
  1  0.5  -5.656854249  -5.656854249
  2  1.0  -6.932084030  -6.932084030
  3  1.5  -6.985509150  -6.985509150
  4  2.0  -6.990244053  -6.990244053
  5  2.5  -6.990778270  -6.990778270
  6  3.0  -6.990846251  -6.990846251
  7  3.5  -6.990855553  -6.990855553
  8  4.0  -6.990856889  -6.990856889
N, error from infinite chain (meV/cell), error bound (meV/cell)
  1  1334.002874  4494.167392
  2  58.773093  698.291333
  3  5.347974  124.888319
  4  0.613071  22.857670
  5  0.078854  4.200978
  6  0.010872  0.772681
  7  0.001571  0.142138
  8  0.000235  0.026148
Infinite-chain energy: -6.990857123 eV/cell
Four-cell energy: -0.256886731 hartree/cell
Decay parameter eta: 1.693034 (dimensionless)
Shifted two-point mesh energy: -7.048404 eV/cell
One electron per cell, N = 6 (eV/cell):
  Gamma supercell -3.917831, common -3.917831
  separate filling at each k -3.495423
Mean-field U: 3.00 eV; N = 4
  O, Hf occupations: 1.835196, 0.164804 electrons
  Gamma, mesh: -6.944713490, -6.944713490 eV/cell
  Change from bare chain: 0.045531 eV/cell
Interchain oxygen hopping: 0.20 eV
  Dense 3D energy change: -3.515893 meV/cell
  2x2x2 mesh error: 56.774727 meV/cell
Thermal rise at 300 K: 2.536e-48 eV/cell
Thermal rise at 873 K: 6.823e-17 eV/cell
Alternating bond modulation: 5.0 percent
  Band-energy change: -1.462732 meV/cell
Field: 2.0 MV/cm; film: 10.0 nm
  Drop per cell, film: 0.100, 2.000 V
done: every assertion held
```
